\section*{The G = 0 Energy of Gaussian-Expanded Effective Core Potentials in Periodic Cells}

\section{The decision and the result}

Suppose the energy of a crystal is needed at several volumes, from a plane-wave mean-field calculation or from quantum Monte Carlo in a space of Bloch orbitals. The Coulomb coefficients at $\mathbf G=0$ diverge and are left out. One must then decide what finite number, if any, replaces them. The number varies with volume, so the decision changes the equation of state. In the germanium example below it is $-1.30$ Ry per two-atom cell and carries a pressure of $-62$ GPa.

Rydberg atomic units are used: $\hbar^2/2m=1$, $e^2=2$, lengths in bohr. Two electrons repel with energy $2/r$, and an ion of valence charge $Z$ attracts an electron at long range with $-2Z/r$. The ``potential plus $Z/r$'' of Hartree units is here the potential plus $2Z/r$.

\paragraph{Assumptions.}
\begin{enumerate}
\item A cell of volume $\Omega$, with lattice vectors $\mathbf R$, holds ions of charge $Z_a$ at $\boldsymbol\tau_a$ and $N$ electrons. It is neutral: $N=Q$, where $Q=\sum_a Z_a$.
\item The local potential of ion $a$ is $v_a(r)=-2Z_a/r+s_a(r)$. The short-range part $s_a$ is absolutely integrable over space and does not depend on $\Omega$.
\item Coulomb sums are defined by replacing $2/r$ with $w_\mu(r)=2e^{-\mu r}/r$ and letting $\mu\to0^+$ after all terms are added. This gives periodic electrostatics without a surface term.
\item The electron density $n(\mathbf r)$ has the period of the lattice and is square integrable over the cell. The energy of $n$ in the lattice sum of the $s_a$ is finite and equals its Fourier series; by Parseval's theorem this holds when that lattice sum is also square integrable over the cell, as it is for Gaussian terms $r^{n_k-2}e^{-\beta_kr^2}$ with $n_k>1/2$.
\end{enumerate}

\paragraph{Theorem.} Let the Hartree and local electron--ion energies be summed over $\mathbf G\neq0$, and let the ion--ion energy be the Ewald energy with a uniform neutralizing background. The energy per cell still missing is
\begin{equation}
E_0=\frac{N}{\Omega}\sum_a\alpha_a,\qquad
\alpha_a=\int d^3r\left[v_a(r)+\frac{2Z_a}{r}\right].
\label{main}
\end{equation}
If $s(r)=\sum_k A_k r^{n_k-2}e^{-\beta_k r^2}$ with $n_k>-1$ and $\beta_k>0$, then
\begin{equation}
\alpha=2\pi\sum_k A_k\,\Gamma\!\left(\frac{n_k+1}{2}\right)\beta_k^{-(n_k+1)/2}.
\label{closed}
\end{equation}
At fixed $N$, $E_0$ is proportional to $1/\Omega$.

Nonlocal channels of the core potential are not touched by this statement. What is omitted is zero momentum transfer in the local potential; all matrix elements of the nonlocal part, including those between plane waves of zero wavevector, stay in the calculation.

\section{Two lemmas on screened sums}

\paragraph{Lemma 1.} The periodic sum $W_\mu(\mathbf r)=\sum_{\mathbf R}w_\mu(|\mathbf r+\mathbf R|)$ is
\begin{equation}
W_\mu(\mathbf r)=\frac{8\pi}{\Omega}\sum_{\mathbf G}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2+\mu^2}.
\label{W}
\end{equation}

\emph{Proof.} The Fourier coefficient of a periodic sum is the transform of one term divided by $\Omega$, because the integrals over all cells join into one integral over space. The angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)$, so
\begin{equation}
\int d^3r\,\frac{2e^{-\mu r}}{r}e^{-i\mathbf G\cdot\mathbf r}
=\frac{8\pi}{G}\int_0^\infty e^{-\mu r}\sin(Gr)\,dr
=\frac{8\pi}{G^2+\mu^2}.
\end{equation}

\paragraph{Lemma 2.} The screened ion--ion energy per cell, without the interaction of an ion with itself, is
\begin{equation}
E_{\rm II,\mu}=\frac{4\pi Q^2}{\mu^2\Omega}+E_{\rm Ew}+\mu\sum_aZ_a^2+O(\mu^2),
\label{ion}
\end{equation}
where, with $\widetilde W_\mu$ the sum (\ref{W}) without $\mathbf G=0$,
\begin{equation}
E_{\rm Ew}=\frac12\sum_{a\ne b}Z_aZ_b\widetilde W_0(\boldsymbol\tau_a-\boldsymbol\tau_b)
+\frac{\xi}{2}\sum_aZ_a^2,\qquad
\xi=\lim_{r\to0}\left[\widetilde W_0(\mathbf r)-\frac2r\right].
\label{ew}
\end{equation}

\emph{Proof.} An ion feels its own periodic images but not itself, so
\begin{equation}
E_{\rm II,\mu}=\frac12\sum_{a\neq b}Z_aZ_bW_\mu(\boldsymbol\tau_a-\boldsymbol\tau_b)
+\frac12\sum_aZ_a^2\lim_{r\to0}\left[W_\mu(\mathbf r)-\frac{2e^{-\mu r}}{r}\right].
\end{equation}
Insert $W_\mu=8\pi/(\mu^2\Omega)+\widetilde W_\mu$ and $2e^{-\mu r}/r=2/r-2\mu+O(r)$. The constant $8\pi/(\mu^2\Omega)$ multiplies $\frac12(\sum_{a\ne b}Z_aZ_b+\sum_aZ_a^2)=\frac12Q^2$, which gives the first term of (\ref{ion}). The $+2\mu$ in the bracket gives $\mu\sum_aZ_a^2$. Finally,
\begin{equation}
\widetilde W_\mu(\mathbf r)-\widetilde W_0(\mathbf r)
=-\frac{8\pi\mu^2}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2(G^2+\mu^2)}.
\end{equation}
The terms are bounded by $G^{-4}$, which is summable in three dimensions, so the difference is $O(\mu^2)$ uniformly in $\mathbf r$. This proves (\ref{ion}).

The name is justified as follows. A uniform background of total charge $-Q$ adds $-8\pi Q^2/(\mu^2\Omega)$ from its interaction with the ions and $+4\pi Q^2/(\mu^2\Omega)$ from its interaction with itself. The sum, $-4\pi Q^2/(\mu^2\Omega)$, removes the divergence in (\ref{ion}) and nothing else. Hence $E_{\rm Ew}$ is the energy of ions in a neutralizing background.

For numerical work, split $1/G^2$ with a parameter $\eta$. A normalized Gaussian charge with transform $e^{-G^2/4\eta^2}$ has the potential $2\,\mathrm{erf}(\eta r)/r$, so $2\,\mathrm{erfc}(\eta r)/r$ has the transform $8\pi(1-e^{-G^2/4\eta^2})/G^2$, which tends to $2\pi/\eta^2$ at $G=0$. Therefore
\begin{equation}
\widetilde W_0(\mathbf r)=\sum_{\mathbf R}\frac{2\,\mathrm{erfc}(\eta|\mathbf r+\mathbf R|)}{|\mathbf r+\mathbf R|}
-\frac{2\pi}{\eta^2\Omega}
+\frac{8\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r-G^2/4\eta^2}}{G^2}.
\end{equation}
In $\xi$, the $\mathbf R=0$ term combined with $-2/r$ becomes $-2\,\mathrm{erf}(\eta r)/r\to-4\eta/\sqrt\pi$.

\section{Proof of the energy formula}

Write $n(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, so that $n_0=N/\Omega$. By Lemma 1, the screened Hartree energy per cell is
\begin{equation}
E_{\rm H,\mu}=\frac{\Omega}{2}\sum_{\mathbf G}\frac{8\pi|n_{\mathbf G}|^2}{G^2+\mu^2},
\qquad
E_{\rm H,\mu}\big|_{\mathbf G=0}=\frac{\Omega}{2}\frac{N^2}{\Omega^2}\frac{8\pi}{\mu^2}
=\frac{4\pi N^2}{\mu^2\Omega}.
\end{equation}
Only the Coulomb tail of $v_a$ is screened. With $\hat s_a(G)$ the transform of $s_a$, the electron--ion energy is $\Omega\sum_{\mathbf G}n^*_{\mathbf G}V_{\mathbf G}$, where
\begin{equation}
V_{\mathbf G}=\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}
\left[-\frac{8\pi Z_a}{G^2+\mu^2}+\hat s_a(G)\right].
\end{equation}
Its $\mathbf G=0$ part is $NV_0$. Since $\hat s_a(0)=\int s_a\,d^3r=\alpha_a$,
\begin{equation}
NV_0=-\frac{8\pi NQ}{\mu^2\Omega}+\frac N\Omega\sum_a\alpha_a.
\end{equation}
Add the Hartree part, the electron--ion part and the divergent term of (\ref{ion}):
\begin{equation}
\frac{4\pi}{\mu^2\Omega}\left(N^2-2NQ+Q^2\right)+\frac N\Omega\sum_a\alpha_a
=\frac{4\pi(N-Q)^2}{\mu^2\Omega}+\frac N\Omega\sum_a\alpha_a.
\label{sum}
\end{equation}
Neutrality makes the first term zero for every $\mu>0$, before the limit is taken.

The $\mathbf G\neq0$ Coulomb terms tend to their unscreened values. The Hartree terms are bounded by a multiple of $|n_{\mathbf G}|^2/G^2$, which is summable. The electron--ion Coulomb terms are bounded by a multiple of $|n_{\mathbf G}|/G^2$, which is summable by the Cauchy--Schwarz inequality, since $\sum|n_{\mathbf G}|^2$ and $\sum_{\mathbf G\ne0}G^{-4}$ are finite. The term $\mu\sum_aZ_a^2$ vanishes. What remains besides the stated sums is (\ref{main}).

\paragraph{Remark: reading $\alpha$ from a transform.} If $s$ also has finite second and fourth moments, expanding $\sin(Gr)/(Gr)=1-G^2r^2/6+O(G^4r^4)$ gives
\begin{equation}
\hat v(G)=-\frac{8\pi Z}{G^2}+\alpha-\frac{G^2}{6}\int r^2s(r)\,d^3r+O(G^4).
\end{equation}
Thus $\alpha$ is the constant left when the pole is removed. It measures how far the local potential departs, in its integral, from that of a point charge. If the subtracted charge differed from the true tail by $\delta Z$, the integral out to radius $R$ would contain $8\pi\,\delta Z\int_0^Rr\,dr=4\pi\,\delta Z\,R^2$ and diverge.

\paragraph{Remark: charged cells.} For $N\ne Q$, (\ref{sum}) diverges and a uniform background is needed. If it couples to the ions by the Coulomb tail alone, the finite term stays $N\sum_a\alpha_a/\Omega$. If it couples to $s_a$ as well, like an electron density $(Q-N)/\Omega$, the finite term becomes $Q\sum_a\alpha_a/\Omega$. A charged-cell energy must therefore state its convention.

\section{Closed forms}

\emph{Proof of (\ref{closed}).} For one term, the volume element turns $r^{n-2}$ into $4\pi r^n$. Put $t=\beta r^2$, so $r=(t/\beta)^{1/2}$ and $dr=\frac12\beta^{-1/2}t^{-1/2}dt$:
\begin{align}
4\pi A\int_0^\infty r^ne^{-\beta r^2}dr
&=2\pi A\,\beta^{-(n+1)/2}\int_0^\infty t^{(n-1)/2}e^{-t}dt\nonumber\\
&=2\pi A\,\Gamma\!\left(\frac{n+1}{2}\right)\beta^{-(n+1)/2}.
\end{align}
The integral converges at the origin for $n>-1$. With $\Gamma(1)=\Gamma(2)=1$ and $\Gamma(3/2)=\sqrt\pi/2$, the usual powers give
\begin{equation}
n=1:\ \frac{2\pi A}{\beta},\qquad
n=2:\ A\left(\frac{\pi}{\beta}\right)^{3/2},\qquad
n=3:\ \frac{2\pi A}{\beta^2}.
\label{cases}
\end{equation}
Coefficients tabulated in hartree must be doubled before use here.

\paragraph{Error-function tails.} Some potentials have the long-range part $-2Z\,\mathrm{erf}(\sqrt a\,r)/r$, the attraction of a Gaussian charge. Adding $2Z/r$ leaves $2Z\,\mathrm{erfc}(\sqrt a\,r)/r$. Integration by parts, with a vanishing boundary term, gives
\begin{equation}
\int_0^\infty r\,\mathrm{erfc}(\sqrt a\,r)\,dr
=\sqrt{\frac a\pi}\int_0^\infty r^2e^{-ar^2}dr
=\sqrt{\frac a\pi}\,\frac{\sqrt\pi}{4a^{3/2}}=\frac1{4a}.
\end{equation}
The contribution to $\alpha$ is $8\pi Z/(4a)=2\pi Z/a$. It is positive because spreading the ionic charge weakens the attraction near the centre. For $Z=4$ and $a=1.5$ bohr$^{-2}$ it is $16.755$ Ry bohr$^3$. Gaussian terms accompanying such a tail are added by (\ref{closed}).

\section{Volume dependence}

\paragraph{Corollary.} At fixed $N$ and fixed potentials, put $C=N\sum_a\alpha_a$, so $E_0=C/\Omega$. Then
\begin{equation}
P_0=-\frac{dE_0}{d\Omega}=\frac{C}{\Omega^2}=\frac{E_0}{\Omega},\qquad
B_0=-\Omega\frac{dP_0}{d\Omega}=\frac{2C}{\Omega^2}=\frac{2E_0}{\Omega}.
\label{PB}
\end{equation}
The term $E_0$ contributes a negative pressure when $\sum_a\alpha_a<0$ and a positive one when $\sum_a\alpha_a>0$; the pressure of the crystal follows only after all other terms are added. Shear at constant volume leaves $E_0$ unchanged.

The factor $1/\Omega$ does not make $E_0$ vanish in a large supercell. Joining $M$ cells gives $(MN)(M\sum_a\alpha_a)/(M\Omega)=ME_0$, an extensive energy. It vanishes per atom when the atoms themselves are drawn apart, or when a fixed molecule is placed in an ever larger box.

\paragraph{Remark: $E_0$ is not an observable.} Let a short-range function $f(r)$ be taken out of the local part and added to every angular channel. Since the angular projectors satisfy $\sum_l\hat P_l=1$, the whole operator is unchanged, while $\alpha$ changes by $-\int f\,d^3r$. Thus $E_0$, $P_0$ and $B_0$ belong to a chosen division of the potential. The nonlocal energy gains the integral of $n$ times $f$ summed over the ions, which compensates the change of $E_0$ and the change of the $\mathbf G\neq0$ local sum taken together. A separable nonlocal part with finitely many projectors has finite rank and cannot reproduce a nonzero $f(r)$ on the full space. There the same move changes the operator itself. So it does for a semilocal potential if $f$ is added only to the channels it has, up to some $l_{\max}$: the channels above $l_{\max}$ lose $f$. The Ge potential used below has $l_{\max}=2$.

\paragraph{Remark: orbital-space quantum Monte Carlo.} The proof holds for correlated electrons too. Lemma 2, applied to $N$ point electrons of unit charge, gives the same divergence $4\pi N^2/(\mu^2\Omega)$ for each configuration, and a finite remainder
\begin{equation}
\frac12\sum_{i\ne j}\widetilde W_0(\mathbf r_i-\mathbf r_j)+\frac{N\xi}{2}.
\end{equation}
The Hamiltonian therefore contains the constant $E_0$, and separately $N\xi/2$, the energy of electrons with their own images. The two must not be confused: $\xi$ depends on the simulation cell, $\alpha$ on the core potential. At fixed $N$, $E_0$ multiplies the imaginary-time propagator by a number and leaves the sampled state unchanged. It must still be added when volumes are compared, provided the $\mathbf G=0$ coefficient of the whole local potential was left out. Where the matrix elements of $s_a$ are evaluated as real-space lattice sums, as in the periodic Gaussian-orbital core-potential integrals of PySCF, they already contain $\alpha_a/\Omega$, and adding $E_0$ would count it twice. In a mean-field calculation of the neutral cell the constant potential $\sum_a\alpha_a/\Omega$ shifts each level by that amount. The levels are then measured from a zero at which the cell average of the Coulomb part of the potential vanishes, not from vacuum: between non-overlapping neutral spherical atoms the potential stands at $(4\pi/3\Omega)\sum_a\int n_a r^2\,d^3r$, which is $0.041$ Ry for the test density used below at lattice constant $10.7$ bohr. Addition and removal energies, written as $E(N+1)-E(N)$ and $E(N)-E(N-1)$, involve $N\ne Q$: they shift by the same amount if the background couples through the Coulomb tail alone, and not at all if it couples to $s_a$ as well.

\section{Germanium in the diamond structure}

The Burkatzki--Filippi--Dolg potential for Ge leaves $Z=4$ valence electrons. Its local part has three Gaussian terms. With (\ref{cases}), in Ry bohr$^3$,
\begin{align}
n=1:&\quad 2\pi(8.0000)/1.8849=26.667,\nonumber\\
n=2:&\quad -26.27245\,(\pi/1.980084)^{3/2}=-52.505,\nonumber\\
n=3:&\quad 2\pi(15.0794)/(9.9814)^2=0.951.
\end{align}
The sum is $\alpha=-24.887$ Ry bohr$^3$. The first term, with $A=2Z$, cancels the Coulomb singularity at the nucleus and is repulsive; the second is attractive and outweighs it in the integral, though not close to the nucleus.

Take the lattice constant $10.7$ bohr, a round choice. The primitive cell has two ions, eight electrons and $\Omega=306.26$ bohr$^3$. Then
\begin{equation}
E_0=\frac{8\times2\times(-24.887)}{306.26}=-1.3002\ \text{Ry}=-17.69\ \text{eV},
\end{equation}
and the level shift is $-0.1625$ Ry. From (\ref{PB}), $P_0=-4.245\times10^{-3}$ Ry/bohr$^3=-62.5$ GPa and $B_0=-124.9$ GPa. These are contributions to be added to all others, not properties of germanium. They depend strongly on the potential: the ccECP potential for Ge, with the same 28-electron core, has $\alpha=-1.345$ Ry bohr$^3$ and gives $E_0=-0.070$ Ry in the same cell.

\paragraph{A check that could fail.} Put on each site a neutral, spherical pseudo-atom whose electron density overlaps neither the densities nor the short-range potentials $s$ of its neighbours, so that atoms interact only through the screened Coulomb terms. The energy per cell must then equal that of isolated atoms at every volume. To see this, average the screened potential over a sphere of radius $b$, seen from $r>b$. With $x$ the distance to a point of the sphere,
\begin{equation}
\frac{1}{2rb}\int_{r-b}^{r+b}2e^{-\mu x}dx
=\frac{2e^{-\mu r}}{r}\,\frac{\sinh\mu b}{\mu b}.
\end{equation}
From outside, a neutral atom thus acts as a point charge
\begin{equation}
q=Z-\int n_{\rm at}(b)\frac{\sinh\mu b}{\mu b}\,d^3b
=-\frac{\mu^2}{6}\int n_{\rm at}(b)\,b^2\,d^3b+O(\mu^4).
\end{equation}
Interactions between atoms are proportional to $q^2=O(\mu^4)$ times a lattice sum that grows as $\mu^{-2}$, so they vanish as $\mu\to0$.

The test density is a Gaussian with exponent $4$ bohr$^{-2}$ holding four electrons. It is not the density of Ge, and the energy below leaves out kinetic, exchange, correlation and nonlocal terms. At $10.7$ bohr the Hartree, electron--ion and Ewald energies give
\begin{equation}
35.2828-122.4778-16.1101=-103.3050\ \text{Ry}
\end{equation}
to the accuracy of the last digit. Adding $E_0$ gives $-104.6052$ Ry, the value found in real space for two isolated atoms. Between lattice constants $10.2$ and $11.2$ bohr the sum without $E_0$ falls from $-103.1043$ to $-103.4715$ Ry, while $E_0$ rises from $-1.5009$ to $-1.1337$ Ry. The changes, $-0.3672$ and $+0.3672$ Ry, cancel.

The other terms must also cancel $P_0$ and $B_0$. Central differences of the sum without $E_0$, with a volume step $\delta=6$ bohr$^3$ and the sign of its pressure reversed, give $P_0=-4.2469\times10^{-3}$ Ry/bohr$^3$, larger in magnitude than (\ref{PB}) by a fraction $4\times10^{-4}$. This is the error of the difference formula: for $C/\Omega$ it returns $C/(\Omega^2-\delta^2)$ instead of $C/\Omega^2$, and $\delta^2/\Omega^2=3.8\times10^{-4}$. The numerical check also agrees with Lemma 2 for this lattice of equal charges: the screened ion sum, with its divergence and linear term removed, extrapolates to the Ewald energy within $2\times10^{-4}$ Ry.

\section*{Computed values}
\begin{verbatim}
Ge potential (PySCF library name): bfd
valence charge Z = 4; electrons per cell N = 8
local terms A r^(n-2) exp(-beta r^2), A in Ry bohr^(2-n):
 n=1 A=8.000000 beta=1.884923 bohr^-2 alpha part=26.667124 Ry bohr^3
 n=2 A=-26.272452 beta=1.980084 bohr^-2 alpha part=-52.504933 Ry bohr^3
 n=3 A=15.079386 beta=9.981373 bohr^-2 alpha part=0.951005 Ry bohr^3
alpha, closed form  = -24.88680401 Ry bohr^3
alpha, quadrature   = -24.88680401 Ry bohr^3
g-function local integral: own -0.21830299, PySCF -0.21830299 Ry
erf tail model: Z=4, a=1.5 bohr^-2
 closed 16.755161, quadrature 16.755161 Ry bohr^3
test density exponent = 4.0 bohr^-2
two isolated pseudo-atoms: -104.6051842 Ry
lattice constant a = 10.2 bohr, volume = 265.3020 bohr^3
 Hartree (G not 0)      = 34.5437836 Ry
 electron-ion (G not 0) = -120.7483202 Ry
 Ewald ion-ion          = -16.8997586 Ry
 sum without E0         = -103.1042951 Ry
 E0                     = -1.5008890 Ry
 total                  = -104.6051842 Ry
lattice constant a = 10.7 bohr, volume = 306.2607 bohr^3
 Hartree (G not 0)      = 35.2828145 Ry
 electron-ion (G not 0) = -122.4777856 Ry
 Ewald ion-ion          = -16.1100502 Ry
 sum without E0         = -103.3050213 Ry
 E0                     = -1.3001629 Ry
 total                  = -104.6051842 Ry
lattice constant a = 11.2 bohr, volume = 351.2320 bohr^3
 Hartree (G not 0)      = 35.9599842 Ry
 electron-ion (G not 0) = -124.0406249 Ry
 Ewald ion-ion          = -15.3908516 Ry
 sum without E0         = -103.4714923 Ry
 E0                     = -1.1336919 Ry
 total                  = -104.6051842 Ry
at a = 10.7 bohr: E0 = -17.6896 eV per cell
 level shift 2 alpha/volume = -0.162520 Ry
 E0 pressure = -4.2453e-03 Ry/bohr^3 = -62.450 GPa
 from differences of other terms = -4.2469e-03 Ry/bohr^3
 E0 bulk modulus part = -8.4906e-03 Ry/bohr^3 = -124.900 GPa
 from differences of other terms = -8.4938e-03 Ry/bohr^3
volume step of the differences = 6.0 bohr^3
screened ion sum, mu to 0: -16.11024 Ry; Ewald: -16.11005 Ry
\end{verbatim}
